# Field-Assisted Nucleation Barrier of a Conducting Sphere in a Dielectric: verification in Python

```python
"""Nucleation barrier of a conducting sphere in a dielectric (SI units).
Result under test: W = 16 pi sigma^3 / (3 g^2), critical radius 2 sigma / g,
g = release + 1.5 eps E^2.
sigma: interface energy; release: bulk free energy released per volume;
eps: absolute permittivity; E: uniform field before the embryo forms.
A spheroid along the field has gain eps E^2 / (2 n), n = depolarization factor.
The electrostatic gain is checked by finite elements between parallel plates.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def plate_solution(aspect, half_gap=20.0, n_rad=100, n_ang=64):
    """Conducting spheroid, minor semi-axis 1, between plates; eps = E = 1.
    Upper half is meshed; side wall is insulating; energies are for both halves."""
    t = np.linspace(0, np.pi / 2, n_ang + 1)
    reach = half_gap / np.maximum(np.cos(t), np.sin(t))
    s = np.linspace(0, 1, n_rad + 1)[:, None]
    w = (half_gap**s - 1) / (half_gap - 1)
    rho = ((1 - w) * np.sin(t) + w * reach * np.sin(t)).ravel()
    z = ((1 - w) * aspect * np.cos(t) + w * reach * np.cos(t)).ravel()
    node = np.arange(rho.size).reshape(n_rad + 1, n_ang + 1)
    p00, p10 = node[:-1, :-1].ravel(), node[1:, :-1].ravel()
    p01, p11 = node[:-1, 1:].ravel(), node[1:, 1:].ravel()
    tri = np.vstack([np.column_stack([p00, p10, p11]),
                     np.column_stack([p00, p11, p01])])
    x, y = rho[tri], z[tri]
    b = np.roll(y, -1, axis=1) - np.roll(y, -2, axis=1)
    c = np.roll(x, -2, axis=1) - np.roll(x, -1, axis=1)
    area = 0.5 * np.abs(np.sum(x * b, axis=1))
    factor = 2 * np.pi * x.mean(axis=1) / (4 * area)
    local = factor[:, None, None] * (b[:, :, None] * b[:, None, :]
                                     + c[:, :, None] * c[:, None, :])
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    stiff = coo_matrix((local.ravel(), (rows, cols)),
                       shape=(rho.size, rho.size)).tocsr()
    phi = np.zeros(rho.size)
    plate = node[-1, :n_ang // 2 + 1]
    phi[plate] = -half_gap
    fixed = np.zeros(rho.size, dtype=bool)
    fixed[node[0]] = True
    fixed[node[:, -1]] = True
    fixed[plate] = True
    free = ~fixed
    phi[free] = spsolve(stiff[free][:, free].tocsc(), -(stiff @ phi)[free])
    charge = stiff @ phi
    energy = phi @ charge
    energy_empty = np.pi * half_gap**3
    moment = 2 * np.sum(charge[node[0]] * z[node[0]])
    charge_ratio = -np.pi * half_gap**2 / charge[plate].sum()
    rise_fixed_voltage = energy - energy_empty
    change_fixed_charge = energy * charge_ratio**2 - energy_empty
    volume = 4 * np.pi * aspect / 3
    return (rise_fixed_voltage / volume, moment / volume,
            change_fixed_charge / volume)


def depolarization(aspect):
    xi = 1 / np.sqrt(1 - aspect**-2)
    return (xi**2 - 1) * (0.5 * xi * np.log((xi + 1) / (xi - 1)) - 1)


def spheroid_area(aspect):
    ecc = np.sqrt(1 - aspect**-2)
    return 2 * np.pi * (1 + aspect * np.arcsin(ecc) / ecc)


def numerical_barrier(aspect, drive, sigma):
    """Maximize the free energy over the minor semi-axis, in nm and eV."""
    area = 2 * np.pi * quad(lambda t: np.sin(t) * np.sqrt(
        aspect**2 * np.sin(t)**2 + np.cos(t)**2), 0, np.pi)[0]
    volume = 4 * np.pi * aspect / 3

    def energy(size):
        return (sigma * area * size**2 * 1e-18
                - drive * volume * size**3 * 1e-27) / const.e
    best = minimize_scalar(lambda q: -energy(q), bounds=(0.05, 3),
                           method='bounded', options={'xatol': 1e-9})
    return best.x * 1e-9, -best.fun * const.e


# Round model parameters
sigma, release, eps_r, field, temp = 0.05, 1e8, 10.0, 2e8, 300.0
eps = eps_r * const.epsilon_0
gain = 1.5 * eps * field**2


def sphere_barrier(drive):
    return 16 * np.pi * sigma**3 / (3 * drive**2)


def spheroid_barrier(aspect, sphere_gain):
    volume = 4 * np.pi * aspect / 3
    drive = release + sphere_gain / (3 * depolarization(aspect))
    return 4 * sigma**3 * spheroid_area(aspect)**3 / (27 * volume**2 * drive**2)


# Electrostatic gain, reciprocity and the two electrode conditions
fe_rise, fe_moment, fe_charge = plate_solution(1.0)
assert abs(fe_rise / 1.5 - 1) < 0.01      # mesh and finite-gap error
assert abs(fe_moment / 3 - 1) < 0.01
assert abs(fe_rise / (0.5 * fe_moment) - 1) < 1e-6
assert abs(fe_charge / -fe_rise - 1) < 2e-3   # finite embryo/gap volume ratio
fe_long = plate_solution(2.0)[0]
long_formula = 1 / (2 * depolarization(2.0))
assert abs(fe_long / long_formula - 1) < 0.01

# Gaussian expression, converted from erg/cm^3 to J/m^3
field_gauss = field / (const.c * 1e-4)
gain_gauss = 3 * eps_r * field_gauss**2 / (8 * np.pi)
assert abs(0.1 * gain_gauss / gain - 1) < 1e-7

# Barrier from direct maximization with the finite-element gain
drive = release + gain
radius0, radius = 2 * sigma / release, 2 * sigma / drive
barrier0, barrier = sphere_barrier(release), sphere_barrier(drive)
num_r0, num_w0 = numerical_barrier(1.0, release, sigma)
num_r, num_w = numerical_barrier(1.0, release + fe_rise * eps * field**2, sigma)
assert abs(num_r0 / radius0 - 1) < 1e-5 and abs(num_w0 / barrier0 - 1) < 1e-9
assert abs(num_r / radius - 1) < 2e-3 and abs(num_w / barrier - 1) < 3e-3
assert abs((num_w0 - num_w) / (barrier0 - barrier) - 1) < 0.015
num_long = numerical_barrier(2.0, release + fe_long * eps * field**2, sigma)[1]
assert abs(num_long / spheroid_barrier(2.0, gain) - 1) < 4e-3
field_scale = np.sqrt(2 * release / (3 * eps))
assert abs(num_w / (barrier0 / (1 + (field / field_scale)**2)**2) - 1) < 3e-3

# Metastable conducting phase: a maximum appears only above threshold
cost = 2e6
threshold = np.sqrt(2 * cost / (3 * eps))
sizes = np.linspace(1e-9, 2e-5, 20000)


def has_maximum(test_field):
    net = fe_rise * eps * test_field**2 - cost
    energy = 4 * np.pi * sizes**2 * sigma - 4 * np.pi * sizes**3 * net / 3
    return bool(np.any(np.diff(energy) < 0))


assert not has_maximum(0.98 * threshold)
assert has_maximum(1.02 * threshold)
meta_drive = gain - cost
meta_radius, meta_barrier = 2 * sigma / meta_drive, sphere_barrier(meta_drive)


# Shape relaxation near the sphere, and the competing needle
def relaxed_shape(sphere_gain):
    best = minimize_scalar(lambda q: spheroid_barrier(q, sphere_gain) / barrier0,
                           bounds=(1.001, 1.6), method='bounded',
                           options={'xatol': 1e-9})
    lowering = 1 - best.fun * barrier0 / sphere_barrier(release + sphere_gain)
    return best.x, lowering


order_ratio = relaxed_shape(0.02 * release)[1] / relaxed_shape(0.01 * release)[1]
assert abs(order_ratio - 4) < 0.3         # second order in gain, hence E^4
near_aspect, near_lowering = relaxed_shape(gain)
assert near_lowering > 0
ridge = minimize_scalar(lambda q: -spheroid_barrier(q, gain) / barrier0,
                        bounds=(near_aspect, 60), method='bounded')
needle = brentq(lambda q: spheroid_barrier(q, gain) / barrier - 1, ridge.x, 300)
needle_drive = release + gain / (3 * depolarization(needle))
needle_minor = (2 * sigma * spheroid_area(needle)
                / (3 * needle_drive * 4 * np.pi * needle / 3))
assert spheroid_barrier(2 * needle, gain) < barrier

kt = const.k * temp
print(f"Interface energy: {sigma:.3f} J/m^2")
print(f"Bulk free energy released: {release:.3e} J/m^3")
print(f"Relative permittivity: {eps_r:.1f} (dimensionless)")
print(f"Absolute permittivity: {eps:.4e} F/m")
print(f"Applied field: {field:.3e} V/m")
print(f"Temperature: {temp:.1f} K")
print(f"FE gain / (eps E^2), sphere: {fe_rise:.5f} (dimensionless)")
print(f"FE moment / (eps E volume), sphere: {fe_moment:.5f} (dimensionless)")
print(f"FE fixed-charge change / (eps E^2 volume): {fe_charge:.5f} (dimensionless)")
print(f"FE gain / (eps E^2), aspect 2: {fe_long:.5f} (dimensionless)")
print(f"Formula gain / (eps E^2), aspect 2: {long_formula:.5f} (dimensionless)")
print(f"Field gain per volume: {gain:.4e} J/m^3")
print(f"Field gain, Gaussian: {gain_gauss:.4e} erg/cm^3")
print(f"Total driving free energy: {drive:.5e} J/m^3")
print(f"Field scale E0: {field_scale:.4e} V/m")
print(f"Critical radius without field: {radius0*1e9:.4f} nm")
print(f"Critical radius with field: {radius*1e9:.4f} nm")
print(f"Barrier without field: {barrier0:.4e} J = {barrier0/const.e:.4f} eV")
print(f"Barrier with field: {barrier:.4e} J = {barrier/const.e:.4f} eV")
print(f"Barrier with field, numerical: {num_w:.4e} J")
print(f"Barrier lowering: {barrier0-barrier:.4e} J")
print(f"Thermal energy: {kt:.4e} J")
print(f"Boltzmann factor of lowering: {np.exp((barrier0-barrier)/kt):.1f} (dimensionless)")
print(f"Metastable case, bulk cost: {cost:.3e} J/m^3")
print(f"Metastable case, threshold field: {threshold:.4e} V/m")
print(f"Metastable case, net driving energy: {meta_drive:.4e} J/m^3")
print(f"Metastable case, critical radius: {meta_radius*1e9:.2f} nm")
print(f"Metastable case, barrier: {meta_barrier:.4e} J = {meta_barrier/const.e:.1f} eV")
print(f"Shape lowering ratio on doubling gain: {order_ratio:.3f} (dimensionless)")
print(f"Relaxed near-sphere aspect ratio: {near_aspect:.4f} (dimensionless)")
print(f"Relaxed near-sphere barrier lowering: {100*near_lowering:.3f} percent")
print(f"Aspect ratio at highest spheroid barrier: {ridge.x:.2f} (dimensionless)")
print(f"Highest spheroid barrier / sphere barrier: {-ridge.fun*barrier0/barrier:.3f} (dimensionless)")
print(f"Needle aspect with barrier equal to sphere: {needle:.2f} (dimensionless)")
print(f"Minor semi-axis of that critical needle: {needle_minor*1e9:.3f} nm")
print("success")
```

It prints:

```
Interface energy: 0.050 J/m^2
Bulk free energy released: 1.000e+08 J/m^3
Relative permittivity: 10.0 (dimensionless)
Absolute permittivity: 8.8542e-11 F/m
Applied field: 2.000e+08 V/m
Temperature: 300.0 K
FE gain / (eps E^2), sphere: 1.50169 (dimensionless)
FE moment / (eps E volume), sphere: 3.00339 (dimensionless)
FE fixed-charge change / (eps E^2 volume): -1.50132 (dimensionless)
FE gain / (eps E^2), aspect 2: 2.88402 (dimensionless)
Formula gain / (eps E^2), aspect 2: 2.88078 (dimensionless)
Field gain per volume: 5.3125e+06 J/m^3
Field gain, Gaussian: 5.3125e+07 erg/cm^3
Total driving free energy: 1.05313e+08 J/m^3
Field scale E0: 8.6772e+08 V/m
Critical radius without field: 1.0000 nm
Critical radius with field: 0.9496 nm
Barrier without field: 2.0944e-19 J = 1.3072 eV
Barrier with field: 1.8884e-19 J = 1.1787 eV
Barrier with field, numerical: 1.8882e-19 J
Barrier lowering: 2.0597e-20 J
Thermal energy: 4.1419e-21 J
Boltzmann factor of lowering: 144.4 (dimensionless)
Metastable case, bulk cost: 2.000e+06 J/m^3
Metastable case, threshold field: 1.2271e+08 V/m
Metastable case, net driving energy: 3.3125e+06 J/m^3
Metastable case, critical radius: 30.19 nm
Metastable case, barrier: 1.9087e-16 J = 1191.3 eV
Shape lowering ratio on doubling gain: 4.010 (dimensionless)
Relaxed near-sphere aspect ratio: 1.0902 (dimensionless)
Relaxed near-sphere barrier lowering: 0.344 percent
Aspect ratio at highest spheroid barrier: 6.72 (dimensionless)
Highest spheroid barrier / sphere barrier: 1.693 (dimensionless)
Needle aspect with barrier equal to sphere: 17.15 (dimensionless)
Minor semi-axis of that critical needle: 0.259 nm
success
```
